# High-Frequency Loop Area of an Overdamped Double-Well Ferroelectric

## The result

A uniform polarization $P$ that relaxes with friction in a double-well energy, driven by a field $E=E_0\cos\omega t$, traces at high frequency a loop of area

$$A\simeq A_\infty=\frac{\pi E_0^2}{\gamma\omega}. \tag{1}$$

Here $\gamma$ is the friction coefficient. The Landau coefficients do not appear at this order. At fixed $E_0$ they enter first through a relative correction $-(2\alpha/\gamma\omega)^2$, where $2\alpha$ is the curvature of the energy at the bottom of a well.

The equation of motion is

$$\gamma\dot P=E-U'(P),\qquad U=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha,\beta>0. \tag{2}$$

The minima lie at $\pm P_s$ with $P_s^2=\alpha/\beta$, and there $U''=-\alpha+3\beta P_s^2=2\alpha$. The area is $A=\oint E\,dP$ over one period $T=2\pi/\omega$ of the settled motion. With this sign it is the energy per volume that the field delivers, and the friction dissipates, in each cycle.

Every solution does settle. Two solutions of a first-order scalar equation cannot cross, so the map from $P(t)$ to $P(t+T)$ preserves order. If the first application of the map raises $P$, every later one does so or leaves it unchanged; if the first lowers it, the later ones do likewise. The sequence is also bounded, because at large $|P|$ the restoring force exceeds $E_0$. A monotone bounded sequence converges, so the motion approaches an orbit with the period of the drive.

## First derivation: an energy balance

Multiply $E=\gamma\dot P+U'(P)$ by $\dot P$ and integrate over a period. The term $U'\dot P=dU/dt$ integrates to zero on a closed orbit, which leaves

$$A=\gamma\oint\dot P^2\,dt. \tag{3}$$

Now square the same equation and integrate:

$$\oint E^2dt=\gamma^2\oint\dot P^2dt+2\gamma\oint U'\dot P\,dt+\oint U'^2dt.$$

The middle term vanishes for the same reason, and the first term on the right is $\gamma A$ by (3). On the left, the average of $\cos^2$ is one half, so $\oint E^2dt=E_0^2T/2=\pi E_0^2/\omega$. Dividing by $\gamma$ gives

$$A=\frac{\pi E_0^2}{\gamma\omega}-\frac1\gamma\oint U'(P)^2\,dt. \tag{4}$$

No approximation has been made. The area therefore cannot exceed $A_\infty$ at any frequency. With $\langle\cdot\rangle$ for the average over a period, the relative deficit is

$$1-\frac{A}{A_\infty}=\frac{\gamma\omega}{\pi E_0^2}\,\frac{2\pi}{\gamma\omega}\langle U'^2\rangle=\frac{2\langle U'^2\rangle}{E_0^2}. \tag{5}$$

It remains to show that the restoring force along the orbit is small compared with the drive. Since $A\le A_\infty$, equation (3) gives $\oint\dot P^2dt\le\pi E_0^2/(\gamma^2\omega)$. A closed orbit must travel from its lowest to its highest value and back, so its peak-to-peak swing is at most half the path length. The Cauchy–Schwarz inequality then gives

$$P_{\max}-P_{\min}\le\frac12\oint|\dot P|\,dt\le\frac12\sqrt{T\oint\dot P^2dt}\le\frac12\sqrt{\frac{2\pi}{\omega}\,\frac{\pi E_0^2}{\gamma^2\omega}}=\frac{\pi E_0}{\sqrt2\,\gamma\omega}\equiv D. \tag{6}$$

A small swing is not yet a small force, because the orbit might sit on a steep part of the energy. The average of (2) excludes this. Both $\langle\dot P\rangle$ and $\langle E\rangle$ vanish, hence $\langle U'\rangle=0$. A continuous function with zero mean passes through zero, so the orbit contains a point where $U'=0$. The zeros of $U'$ are $0$ and $\pm P_s$, so the whole orbit lies between $-P_s-D$ and $P_s+D$. On that interval $U''=-\alpha+3\beta P^2$ runs from $-\alpha$ at the centre to

$$K=-\alpha+3\beta(P_s+D)^2$$

at the ends. Since $K\ge2\alpha$, it is the largest value of $|U''|$. Starting from the zero of $U'$, the force can grow to at most $KD$. Inserting $|U'|\le KD$ in (5) gives

$$0\le1-\frac{A}{A_\infty}\le\frac{2K^2D^2}{E_0^2}=\left(\frac{\pi K}{\gamma\omega}\right)^2. \tag{7}$$

At fixed $E_0$, $D\to0$ and $K\to2\alpha$ as $\omega\to\infty$. The right side falls as $\omega^{-2}$, which proves (1).

The bound also shows what "high frequency" means. The product $\gamma\omega$ must be large against the curvature that the orbit samples, not merely against $\alpha$. For a very strong field $D$ exceeds $P_s$ and $K$ is of order $\beta D^2\sim\beta E_0^2/(\gamma\omega)^2$. The condition then becomes $(\gamma\omega)^3\gg\beta E_0^2$, up to a numerical factor.

## Second derivation: expansion in inverse frequency

Use the phase $\theta=\omega t$ and the small parameter $\epsilon=1/(\gamma\omega)$. Equation (2) becomes

$$\frac{dP}{d\theta}=\epsilon\left[E_0\cos\theta-U'(P)\right]. \tag{8}$$

Keep $E_0$ fixed and seek a periodic solution $P=P_0+\epsilon P_1+\epsilon^2P_2+\epsilon^3P_3+\dots$. At each order the right side must have zero mean, or $P$ would not return to its starting value.

**Order zero.** $dP_0/d\theta=0$, so $P_0$ is constant.

**Order one.** $dP_1/d\theta=E_0\cos\theta-U'(P_0)$. Periodicity requires $U'(P_0)=0$, so the orbit surrounds a stationary point of the energy. Integration gives $P_1=E_0\sin\theta+c_1$.

**Order two.** Write $k=U''(P_0)$. Then $dP_2/d\theta=-kP_1$, whose mean is $-kc_1$. Since $k\ne0$, $c_1=0$, and

$$P_2=kE_0\cos\theta+c_2.$$

**Order three.** The Taylor expansion of $U'$ gives

$$\frac{dP_3}{d\theta}=-kP_2-\frac12U'''(P_0)P_1^2=-k^2E_0\cos\theta-kc_2-\frac12U'''(P_0)E_0^2\sin^2\theta.$$

The mean vanishes if $c_2=-U'''(P_0)E_0^2/(4k)$. With $\sin^2\theta=(1-\cos2\theta)/2$, what remains is

$$\frac{dP_3}{d\theta}=-k^2E_0\cos\theta+\frac14U'''(P_0)E_0^2\cos2\theta.$$

The area is $A=E_0\int_0^{2\pi}\cos\theta\,(dP/d\theta)\,d\theta$, which selects the $\cos\theta$ part of each order. Order one contributes $\pi E_0^2\epsilon$. Order two has $dP_2/d\theta=-kE_0\sin\theta$ and contributes nothing. In order three the $\cos2\theta$ term is orthogonal to $\cos\theta$, and $-\pi k^2E_0^2\epsilon^3$ survives. Thus

$$A=\frac{\pi E_0^2}{\gamma\omega}\left[1-\left(\frac{k}{\gamma\omega}\right)^2+\dots\right]. \tag{9}$$

The stationary point is chosen by stability. A small deviation $\delta$ from the orbit obeys $\gamma\dot\delta=-U''(P)\delta$, so it decays when the average of $U''$ is positive. To leading order this average is $k$, which is $-\alpha$ at the central maximum and $2\alpha$ in either well. The settled orbit lies in a well, $k=2\alpha$, and the correction quoted at the start follows.

The leading loop is an ellipse with semi-axes $E_0$ and $X=E_0/(\gamma\omega)$, described by $P-P_0=X\sin\theta$. Its area $\pi E_0X$ is (1). During a short half-cycle the field moves $P$ against friction, and $P$ stays so close to the minimum that the restoring force remains small. At fixed $E_0$ this is a minor loop inside one well, not a switching loop.

The independence from the energy can be seen in numbers. Let $U'=-\alpha P+\beta P^3+\delta_6P^5$, with $\gamma\omega=60$ and $E_0=1$ in dimensionless units. For $(\alpha,\beta,\delta_6)=(1,1,0)$, $(1,4,0)$, $(0.3,1,0)$ and $(1,-0.5,1)$, the computed ratios $A/A_\infty$ are 0.99889, 0.99889, 0.99990 and 0.99233. Changing $\beta$ fourfold leaves the ratio almost unchanged, because $k=2\alpha$ does not contain $\beta$. The last well is the stiffest and has the largest deficit. Its curvature is $k\simeq5.28$, so $(k/60)^2\simeq0.0077$, as found.

## A second limit: field raised with frequency

Suppose $E_0$ grows in proportion to $\omega$, so that $X$ stays fixed. The expansion above no longer applies, because the oscillation is not small. Equation (8) now reads $dP/d\theta=X\cos\theta-\epsilon U'(P)$, with leading solution $P=\bar P+X\sin\theta$. Periodicity at the next order requires $\langle U'\rangle=0$. Since $\langle\sin^2\theta\rangle=1/2$ and odd powers average to zero,

$$-\alpha\bar P+\beta\bar P^3+\frac32\beta X^2\bar P=0,$$

so that

$$\bar P=0\quad\text{or}\quad\bar P^2=P_s^2-\frac32X^2. \tag{10}$$

The average curvature is $-\alpha+3\beta\bar P^2+\frac32\beta X^2$. For $\bar P=0$ it is positive when $X^2>\frac23P_s^2$. For the displaced solution it equals $2\alpha-3\beta X^2$, positive when $X^2<\frac23P_s^2$. The loop thus moves from one well to a centred position at $X\simeq0.816P_s$. With $P_s=1$, $\alpha=1$ and $\gamma\omega=60$, the computed means are 0.791, 0.395 and 0 for $X=0.5$, 0.75 and 0.9. Equation (10) gives $\sqrt{0.625}=0.791$, $\sqrt{0.156}=0.395$ and 0.

The leading area is still $\pi E_0X$. For the centred loop, which extends over the barrier to both sides, the deficit follows from (5) with $U'=-\alpha X\sin\theta+\beta X^3\sin^3\theta$. The averages of $\sin^2$, $\sin^4$ and $\sin^6$ are $1/2$, $3/8$ and $5/16$, so

$$1-\frac{A}{A_\infty}\simeq\frac{\alpha^2-\frac32\alpha\beta X^2+\frac58\beta^2X^4}{(\gamma\omega)^2}. \tag{11}$$

For $\alpha=\beta=1$, $X=1.6$ and $\gamma\omega=200$ this is $3.140\times10^{-5}$; the integrated orbit gives $3.139\times10^{-5}$.

## What each derivation assumes

Both take a uniform $P$, constant $\gamma$, a prescribed sinusoidal field and a settled orbit. The energy balance needs no small parameter until its last line. It gives an upper limit on the area at every frequency and covers both the minor and the centred loop, but it does not say which of them occurs, and (7) is a bound, not an estimate. The expansion assumes that a regular series exists and that $k\neq0$. In return it gives the shape, the stability and the size of the first correction.

The balance also shows how the waveform enters. For any periodic field of zero mean and fixed shape, the leading area is $\oint E^2dt/\gamma$. A triangular wave has $\langle E^2\rangle=E_0^2/3$ instead of $E_0^2/2$, so its area is two thirds of (1) at the same peak field and frequency.

## A film in the gigahertz range

Take a 10 nm film with rough, round parameters, the polarization and coercive field being of the size found in ferroelectric hafnia: $P_s=20$ µC/cm², intrinsic coercive field $E_c=1$ MV/cm, $\gamma=100$ Ω cm and background relative permittivity 30. The drive is $E_0=2$ MV/cm at 5 GHz.

The intrinsic coercive field is the local maximum of $U'$, where $U''=0$, at $P=-P_s/\sqrt3$. There $U'=\alpha P_s/\sqrt3-\beta P_s^3/(3\sqrt3)=2\alpha P_s/(3\sqrt3)$, hence

$$\alpha=\frac{3\sqrt3\,E_c}{2P_s}=\frac{5.196\times10^6\ \text{V/cm}}{4\times10^{-5}\ \text{C/cm}^2}=1.30\times10^{11}\ \text{cm/F}.$$

With $\omega=31.4$ rad/ns, $\gamma\omega=3.14\times10^{12}$ cm/F, about twelve times $2\alpha$. The amplitude is $X=E_0/(\gamma\omega)=0.64$ µC/cm². The limiting area is

$$A_\infty=\pi\,(2\ \text{MV/cm})(0.6366\ \mu\text{C/cm}^2)=4.00\ \text{J/cm}^3,$$

since 1 MV/cm times 1 µC/cm² is 1 J/cm³. The integrated loop has 3.97 J/cm³. Its deficit is 0.0068 of $A_\infty$, and $(2\alpha/\gamma\omega)^2=(0.0827)^2=0.0068$. The rigorous bound (7) is 0.10, looser because it assigns to the whole orbit the force $KD=0.45$ MV/cm, while the largest force actually reached is 0.17 MV/cm and its root-mean-square value, which is what enters (5), is 0.12 MV/cm. Inverting (1) for the friction returns 100.7 Ω cm, 0.7% above the input.

The peak field is twice $E_c$, yet the film does not switch: the swing is 1.27 µC/cm² about a mean of 19.98 µC/cm². At 0.01 GHz, with the same peak field, the loop is centred and swings through 51 µC/cm². Its area is 110 J/cm³, far below the 2000 J/cm³ of (1), which does not apply there because $\gamma\omega\ll\alpha$. At 0.1 GHz the loop is still centred; at 0.5 GHz it has retreated into one well.

## Measuring the area

The electrodes carry the charge density $P+\varepsilon E$, with $\varepsilon$ the background permittivity. A lossless background adds no area, since $\oint E\,dE=0$. If the charge signal is recorded late by a phase $\varphi$, however, the background contributes

$$\varepsilon\omega E_0^2\int_0^T\cos\omega t\,[-\sin(\omega t-\varphi)]\,dt=\pi\varepsilon E_0^2\sin\varphi,$$

or $\varepsilon\gamma\omega\sin\varphi$ relative to $A_\infty$. In the example a delay of 1 ps makes this 26%; with the small in-phase part of $P$ included, the apparent area rises by 27% of the true one. A background loss tangent of 0.01 acts in the same way and adds 8.4%. If the source voltage is mistaken for the film voltage, a 50 Ω series resistance adds about 4.5% for a pad of radius 0.2 µm. These errors exceed the Landau correction, so at this frequency the deficit could not be read from the loop without correcting for them.

The chosen polarization and coercive field are of the size found in hafnia films, but a measured coercive field generally reflects nucleation and need not equal the intrinsic one. The example is not a full model of hafnia: the well itself contributes a relative permittivity $1/(2\alpha\varepsilon_0)\simeq43$, which with the background of 30 makes a static total of about 73, roughly twice that of hafnia films. Tripling $E_c$ at fixed $P_s$ would triple $\alpha$ and raise the leading estimate of the deficit ninefold, and the deficit itself to about 6%, with $A_\infty$ unchanged. The value of $\gamma$ is much less certain; it was chosen to give a relaxation time $\gamma/2\alpha=0.38$ ns, and in the range of (1) the area scales nearly as its inverse. A hysteresis measurement at kilohertz frequencies lies far outside the range of (1) for these parameters. Real films also depart from the assumption of one uniform polarization, since they generally switch by nucleation and wall motion. If the film consists of independent regions under the same field, with a log-normal spread of 0.5 in $\ln\gamma$, the mean area rises by 12% over that of the median region. Interacting domains are not sized by this estimate. Moreover, the minor loop probes friction inside a well, which need not equal the friction inferred from switching and may be far smaller. With the rough 20 THz mode strength used below, the vibration in the well lies near 3 THz and is critically damped at about 0.03 Ω cm; a lattice linewidth of 1 THz corresponds to only about 0.005 Ω cm. For such a value $\gamma\omega/2\alpha$ is about $5\times10^{-4}$ at 5 GHz, the motion is underdamped, inertia matters before $\gamma\omega$ overtakes $2\alpha$, and (1) has no high-frequency range. The chosen 100 Ω cm also gives the film a small-signal loss tangent of about 0.12 at 5 GHz. The example therefore illustrates the law for a strongly overdamped polarization and is not a prediction for the in-well response of a real film.

The other effects estimated here are smaller or concern survival of the film. The dissipated power is $2.0\times10^{10}$ W/cm³. With rough conductivities, and heat leaving through both faces into electrodes and a silicon substrate in direct contact, the estimated rises are 0.25 K in the film and 0.31 K in the substrate; the thermal resistance of the interfaces, left out here, and any poorly conducting layer beneath the pad would add their own temperature drops, which can exceed these values, and make the film hotter. An assumed leakage of 1 A/cm² is $5\times10^{-5}$ of the friction current $E_0/\gamma$. The inertial term, for a rough 20 THz mode strength, is $2\times10^{-7}$ of the friction term at the chosen $\gamma$, and the ratio grows as $1/\gamma$. The peak field is half of a rough breakdown field of 4 MV/cm, which leaves little margin for prolonged cycling. The numerical output below gives the full frequency sweep.

## Table of computed values

```
Unit wells, gamma*omega=60, E0=1: area/limit for
 (alpha,beta,delta)=(1,1,0),(1,4,0),(0.3,1,0),(1,-0.5,1):
  0.998891 0.998894 0.999900 0.992328
Unit well, gamma*omega=60, X=0.5: mean P = 0.7907
Unit well, gamma*omega=60, X=0.75: mean P = 0.3954
Unit well, gamma*omega=60, X=0.9: mean P = 0.0000
Strong drive X=1.6, gamma*omega=200: deficit 3.139e-05, formula 3.140e-05
Film: Ps = 20.0 uC/cm2, Ec = 1.0 MV/cm, E0 = 2.0 MV/cm
gamma = 100.0 ohm cm, f = 5.0 GHz
thickness = 10.0 nm, background permittivity = 30.0
alpha = 1.2990e+11 cm/F
beta = 3.2476e+20 cm5/(F C2)
relaxation time in well gamma/(2 alpha) = 0.3849 ns
omega = 31.4159 rad/ns
gamma*omega = 3.1416e+12 cm/F
amplitude X = 0.6366 uC/cm2
f (GHz) | area, limit (J/cm3) | swing, |mean P| (uC/cm2)
  0.01 |  110.2274  2000.0000 |  50.7097   0.0000
  0.10 |  148.0874   200.0000 |  46.5406   0.0000
  0.50 |   26.2082    40.0000 |  10.2317  18.9967
  1.00 |   17.2621    20.0000 |   5.9101  19.6699
  5.00 |    3.9729     4.0000 |   1.2689  19.9849
 10.00 |    1.9966     2.0000 |   0.6360  19.9962
 20.00 |    0.9996     1.0000 |   0.3182  19.9991
At 5.0 GHz: relative deficit = 0.00677
first correction (2 alpha/gamma omega)^2 = 0.00684
swing bound D = 1.4142 uC/cm2
curvature bound K = 3.1687e+11 cm/F
rigorous bound on deficit = 0.1004
gamma inferred from area = 100.68 ohm cm
energy per cycle in pad = 4.993 fJ
Neglected effects (relative to area unless a unit is given):
charge signal late by 1.0 ps: 0.266
background loss tangent 0.01: 0.0840
series 50.0 ohm, pad radius 0.2 um: 0.0455
spread 0.5 in ln(gamma): 0.1210
heat power density = 1.986e+10 W/cm3
conductivity film, substrate = 0.01, 1.3 W/(cm K)
temperature rise in film = 0.248 K
temperature rise of substrate = 0.306 K
leakage 1.0 A/cm2 over E0/gamma = 5.0e-05
E0 over rough breakdown field 4.0 MV/cm = 0.50
barrier = 12.990 J/cm3
barrier of (10 nm)^3 at 300 K = 3136 kT
inertia/friction, 20.0 THz mode strength = 2.2e-07
```
